# Local Range Separation of Exchange: Coordinate Scaling and the Gradient Expansion, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Scaling, and the expansion in the range parameter

### A two-electron ion

Hartree atomic units are used throughout. Put two electrons of opposite spin in the orbital \(\phi(r)=(\zeta^3/\pi)^{1/2}e^{-\zeta r}\), so that \(n=2\phi^2\), and take as long-range exchange energy the exchange integral with \(1/u\) replaced by \(\mathrm{erf}(\omega u)/u\), where \(u=|\mathbf r-\mathbf r'|\):
\[
E_{LR}=-\iint \phi^2(r)\,\phi^2(r')\,\frac{\mathrm{erf}(\omega u)}{u}\,d^3r\,d^3r' .
\]
With \(\mathbf x=\zeta\mathbf r\) one has \(\phi^2d^3r=\pi^{-1}e^{-2x}d^3x\) and \(u=|\mathbf x-\mathbf x'|/\zeta\), so
\[
E_{LR}=-\zeta\,W(\omega/\zeta),\qquad W(t)=\frac1{\pi^2}\iint e^{-2x-2x'}\,\frac{\mathrm{erf}(t|\mathbf x-\mathbf x'|)}{|\mathbf x-\mathbf x'|}\,d^3x\,d^3x' .
\]
Compressing the ion by a factor \(\lambda\) means \(\zeta\to\lambda\zeta\). The full exchange energy is \(-\zeta W(\infty)\), which is linear in \(\zeta\). At fixed finite \(\omega\) the energy is not linear, because \(W\) increases strictly with \(t\) (the error function does) and \(t=\omega/\zeta\) changes with \(\zeta\). Linearity returns if \(\omega\) is itself proportional to \(\zeta\), and the density supplies such a quantity: \(|\nabla n|/n=2\zeta\) at every point. With \(\omega=\eta|\nabla n|/n\) the argument is \(t=2\eta\) and \(E_{LR}=-\zeta W(2\eta)\). The fixed length \(1/\omega\) has been replaced by a length that belongs to the density. Any \(\eta\) achieves this, so scaling cannot determine \(\eta\).

### Definitions and assumptions

The system is a closed-shell Slater determinant with orthonormal orbitals \(\phi_a\). Per spin, \(\gamma_\sigma(\mathbf r,\mathbf r')=\sum_a\phi_a(\mathbf r)\phi_a^*(\mathbf r')\) and \(n_\sigma=\gamma_\sigma(\mathbf r,\mathbf r)\); the totals are \(\gamma=2\gamma_\sigma\) and \(n=2n_\sigma>0\). Define
\[
k_F=(3\pi^2n)^{1/3},\quad s=\frac{|\nabla n|}{2k_Fn},\quad \varepsilon=-\frac{3k_F}{4\pi},\quad a=\frac{\omega}{2k_F},\quad E_{LDA}=\int n\varepsilon\,d^3r .
\]
The functional is
\[
E_x=\int e_{LR}\,d^3r+\int n\,\varepsilon\,F(a)\,d^3r,\qquad e_{LR}(\mathbf r)=-\frac14\int|\gamma(\mathbf r,\mathbf r')|^2\,\frac{\mathrm{erf}(\omega(\mathbf r)u)}{u}\,d^3r' ,
\]
where \(\omega(\mathbf r)\ge0\) is taken at the reference point \(\mathbf r\), and \(\varepsilon F(a)\) is the exchange energy per electron of a uniform gas with the interaction \(\mathrm{erfc}(\omega u)/u\). The exchange hole is \(h(\mathbf r,\mathbf r')=-|\gamma|^2/2n(\mathbf r)=-|\gamma_\sigma|^2/n_\sigma(\mathbf r)\), so that \(e_{LR}=\frac n2\int h\,\mathrm{erf}(\omega u)/u\,d^3r'\). Orthonormality gives \(\int|\gamma_\sigma|^2d^3r'=\sum_{ab}\phi_a(\mathbf r)\phi_b^*(\mathbf r)\delta_{ab}=n_\sigma(\mathbf r)\). Hence \(h\le0\) and \(\int h\,d^3r'=-1\). Its second moment is \(M_2(\mathbf r)=\int|h|u^2d^3r'\). Finally,
\[
\Delta=E_x-E_{LDA},\qquad I=\int n\varepsilon s^2d^3r<0,\qquad B=\frac{1}{3\sqrt\pi}\int n\Big(\frac{|\nabla n|}{n}\Big)^3M_2\,d^3r .
\]
The second-order gradient expansion (GE2) of exact exchange is \(E_{LDA}+\mu I\).

### Theorem

(A) Let \(n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)\). If \(\omega[n_\lambda](\mathbf r)=\lambda\,\omega[n](\lambda\mathbf r)\), then \(E_x[n_\lambda]=\lambda E_x[n]\). A function \(\omega=f(n,|\nabla n|)\) has this covariance if and only if \(\omega=k_F\,g(s)\) for some \(g\); the choice \(\eta|\nabla n|/n\) is \(g=2\eta s\). For constant \(\omega\), \(E_x[n_\lambda;\omega]=\lambda E_x[n;\omega/\lambda]\).

(B) Let \(\omega=\eta|\nabla n|/n\). For every determinant with finite \(I\), \(\Delta\ge8\eta^2I\). If also \(B\) and \(\int n^{1/3}(|\nabla n|/n)^3d^3r\) are finite, then \(\Delta=8\eta^2I+B\eta^3+o(\eta^3)\) as \(\eta\to0\). Equating the leading term to \(\mu I\) with \(\mu=10/81\) gives \(\eta=\sqrt5/18\).

(C) In a periodic metal with no band degeneracy at the Fermi level and a band velocity that does not vanish on the Fermi surface, the energy density at small \(\omega\) is
\[
e_{LR}+n\varepsilon F=n\varepsilon-\frac{\omega^2}{\pi}\Big[\frac{k_F^2}{2\pi^2}-A(\mathbf r)\Big]+O(\omega^3),
\]
with \(A\) the Fermi-surface area divided by \((2\pi)^3\) and weighted by the Bloch amplitudes \(|u_{\mathbf k}(\mathbf r)|^2\). For a uniform gas with a cosine modulation of relative amplitude \(\delta\to0\) at fixed wave number \(q<2k_F\), with no Bragg plane tangent to the Fermi sphere, order counting gives \(\Delta=O(\delta^3|\ln\delta|)\) for every fixed \(\eta\), so that in this limit the functional has gradient coefficient zero.

The value \(\sqrt5/18\) is therefore a leading-order matching for systems with a hole of finite second moment. It does not make the functional obey the gradient expansion in the weakly perturbed gas, which is the regime from which Lemma 4 obtains \(\mu\). Slowly varying densities of finite amplitude (\(q\to0\) at fixed \(\delta\)) are not treated here.

### Proof of (A)

The orbitals \(\phi_{a,\lambda}(\mathbf r)=\lambda^{3/2}\phi_a(\lambda\mathbf r)\) are orthonormal and give \(n_\lambda\). The map is one to one between determinants for \(n\) and for \(n_\lambda\) and multiplies the kinetic energy of each by \(\lambda^2\), so it carries the kinetic-energy minimizer (the Kohn–Sham determinant) for \(n\) into that for \(n_\lambda\). Thus \(\gamma_\lambda(\mathbf r,\mathbf r')=\lambda^3\gamma(\lambda\mathbf r,\lambda\mathbf r')\). Let \(\omega_\lambda(\mathbf r)\) be the range parameter used for the scaled system, and substitute \(\mathbf x=\lambda\mathbf r\), \(\mathbf x'=\lambda\mathbf r'\), \(U=|\mathbf x-\mathbf x'|=\lambda u\). The factor \(\lambda^6\) from \(|\gamma_\lambda|^2\) cancels the Jacobian \(\lambda^{-6}\), and \(1/u=\lambda/U\):
\[
\int e_{LR,\lambda}\,d^3r=-\frac\lambda4\iint|\gamma(\mathbf x,\mathbf x')|^2\,\frac{\mathrm{erf}\big(\tilde\omega(\mathbf x)U\big)}{U}\,d^3x\,d^3x',\qquad\tilde\omega(\mathbf x)=\frac{\omega_\lambda(\mathbf x/\lambda)}{\lambda}.
\]
In the short-range term, \(k_{F,\lambda}(\mathbf r)=\lambda k_F(\mathbf x)\), so \(\varepsilon_\lambda=\lambda\varepsilon(\mathbf x)\), \(n_\lambda d^3r=n\,d^3x\) and \(a_\lambda=\tilde\omega(\mathbf x)/2k_F(\mathbf x)\). Both terms equal \(\lambda\) times the unscaled expression evaluated with \(\tilde\omega\). Covariance says \(\tilde\omega=\omega[n]\), which gives linear scaling. A constant gives \(\tilde\omega=\omega/\lambda\).

For the form of \(f\): \(|\nabla n_\lambda|(\mathbf r)=\lambda^4|\nabla n|(\lambda\mathbf r)\), so covariance reads \(f(\lambda^3n,\lambda^4G)=\lambda f(n,G)\) for all values \(n>0\), \(G\ge0\). Choosing \(\lambda=n^{-1/3}\) gives \(f(n,G)=n^{1/3}f(1,G/n^{4/3})\), and since \(k_F\propto n^{1/3}\) and \(s\propto G/n^{4/3}\) this is \(k_Fg(s)\). Conversely \(s\) is invariant and \(k_F\) gains one factor \(\lambda\), so every \(k_Fg(s)\) is covariant. From the definition of \(s\), \(\eta|\nabla n|/n=2\eta k_Fs\). ∎

Remark 1 (constant \(\omega\)). At \(\omega=0\), \(e_{LR}=0\) and \(F=1\), so \(E_x=E_{LDA}\); as \(\omega\to\infty\), \(\mathrm{erf}\to1\), \(F\to0\), and \(E_x\) is the exact exchange energy of the determinant. With constant \(\omega\), \(E_x[n_\lambda]/\lambda\) therefore tends to the LDA value for \(\lambda\to\infty\) and to exact exchange for \(\lambda\to0\).

Remark 2 (spin). Exchange is a sum of terms \(-\frac12\iint|\gamma_\sigma|^2\cdots\), one per spin, and each is half the closed-shell expression with \(\gamma=2\gamma_\sigma\). An open shell is treated as \(\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow]\). The ratio \(|\nabla(2n_\sigma)|/2n_\sigma\) equals \(|\nabla n_\sigma|/n_\sigma\), so \(\omega_\sigma=\eta|\nabla n_\sigma|/n_\sigma\) carries the same \(\eta\).

### Scaling of HCl

The orbitals are restricted Hartree–Fock orbitals in the def2-SVP basis at a bond length of 2.4 bohr, a round value near equilibrium (total energy \(-459.938\) Ha). The functionals are evaluated on these orbitals without self-consistency; (A) holds for any scaled determinant. The molecule is compressed by \(\lambda=1.5\) (basis exponents times \(\lambda^2\), bond length divided by \(\lambda\)), while the radial quadrature points about each atom are left unscaled, so agreement is not built into the grid. The pointwise evaluation of \(e_{LR}\) was tested at constant \(\omega=0.4\) bohr\(^{-1}\) against analytic two-electron integrals: both give \(-3.73664\) Ha.

| \(\omega\) | \(\Delta[n]\) (Ha) | \(\Delta[n_\lambda]/\lambda\) (Ha) |
|---|---|---|
| \((\sqrt5/18)\,\lvert\nabla n\rvert/n\) | −0.6029 | −0.6029 |
| \(0.1\,k_F\) | −0.2785 | −0.2785 |
| 0.4 bohr\(^{-1}\) | −0.2487 | −0.1488 |

Both covariant forms pass the test of linear scaling, which shows that scaling does not single out the gradient form. The constant fails it, and the unscaled molecule evaluated at \(\omega/\lambda\) gives \(-0.1488\) Ha, as the last statement of (A) requires. Since \(E_{LDA}\) scales linearly, the violation in \(E_x/\lambda\) is that in \(\Delta/\lambda\): 0.100 Ha (2.72 eV). This is \(0.100/0.2487=40\%\) of \(|\Delta|\); with \(E_{LDA}=-25.7271\) Ha it is \(0.100/(25.7271+0.2487)=0.4\%\) of \(|E_x|\). The digits belong to this basis: in def2-TZVP the constant gives \(-0.2486\) and \(-0.1495\) Ha, a violation of 0.099 Ha, still 40% of \(|\Delta|\).

### Lemma 1 (Fourier form)

Let \(S_{\mathbf r}(\mathbf Q)=\int|\gamma_\sigma(\mathbf r,\mathbf r')|^2e^{i\mathbf Q\cdot(\mathbf r'-\mathbf r)}d^3r'\), and let \(\langle\cdot\rangle\) be the average over the directions of \(\mathbf Q\). Then
\[
e_{LR}=-\frac2\pi\int_0^\infty e^{-Q^2/4\omega^2}\langle S_{\mathbf r}\rangle\,dQ,\qquad e_{LR}+\frac{n\omega}{\sqrt\pi}=\frac2\pi\int_0^\infty e^{-Q^2/4\omega^2}\langle n_\sigma-S_{\mathbf r}\rangle\,dQ .
\]

Proof. Write \(\mathrm{erf}(\omega u)/u=(2/\sqrt\pi)\int_0^\omega e^{-t^2u^2}dt\). The transform of \(e^{-t^2u^2}\) is \(\pi^{3/2}t^{-3}e^{-Q^2/4t^2}\), and \(t^{-3}e^{-Q^2/4t^2}=(2/Q^2)\,\frac{d}{dt}e^{-Q^2/4t^2}\). The transform of the kernel is therefore \(2\pi\cdot(2/Q^2)e^{-Q^2/4\omega^2}=(4\pi/Q^2)e^{-Q^2/4\omega^2}\). Because \(\omega\) depends on \(\mathbf r\) and not on \(\mathbf r'\), it is a constant in the \(\mathbf r'\) integral. With \(\frac14|\gamma|^2=|\gamma_\sigma|^2\),
\[
e_{LR}=-\int\frac{d^3Q}{(2\pi)^3}\,\frac{4\pi}{Q^2}\,e^{-Q^2/4\omega^2}S_{\mathbf r}(\mathbf Q),
\]
and \(4\pi Q^2dQ\cdot4\pi/[(2\pi)^3Q^2]=(2/\pi)\,dQ\). The second form follows by adding \((2/\pi)\,n_\sigma\int_0^\infty e^{-Q^2/4\omega^2}dQ=(2/\pi)\,n_\sigma\,\omega\sqrt\pi=n\omega/\sqrt\pi\). ∎

### Lemma 2 (uniform gas)

With \(E=e^{-1/4a^2}\),
\[
F(a)=1-\frac{8a}3\Big[\sqrt\pi\,\mathrm{erf}\Big(\frac1{2a}\Big)+(2a-4a^3)E-3a+4a^3\Big].
\]
Define \(G(a)=F-1+\frac83\sqrt\pi\,a\). Then \(G(a)<8a^2\) for all \(a>0\), \(G=8a^2-\frac{32}3a^4\) up to exponentially small terms as \(a\to0\), and \(n\varepsilon F=n\varepsilon+n\omega/\sqrt\pi+n\varepsilon G\).

Proof. For plane waves \(\gamma_\sigma=\int_{k<k_F}e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}d^3k/(2\pi)^3\). The \(\mathbf r'\) integral in \(S\) gives \((2\pi)^3\delta(\mathbf k'-\mathbf k+\mathbf Q)\), so \(S\) is \((2\pi)^{-3}\) times the common volume of two Fermi spheres with centres \(Q\) apart. This lens is two caps of height \(H=k_F(1-y)\), \(y=Q/2k_F\le1\), each of volume \(\pi H^2(3k_F-H)/3\). Dividing by the sphere volume \(4\pi k_F^3/3\),
\[
\frac{S}{n_\sigma}=\frac12(1-y)^2(2+y)=1-\frac32y+\frac12y^3\quad(y\le1),
\]
and \(S=0\) for \(y>1\). Since \(Q^2/4\omega^2=y^2/4a^2\) and \(dQ=2k_F\,dy\), Lemma 1 gives
\[
e_{LR}^{gas}=-\frac{2k_Fn}{\pi}K,\qquad K=\int_0^1e^{-y^2/4a^2}\Big(1-\frac32y+\frac12y^3\Big)dy .
\]
For \(a\to\infty\), \(K=1-\frac34+\frac18=\frac38\) and \(e_{LR}^{gas}=-3k_Fn/4\pi=n\varepsilon\), which confirms the value of \(\varepsilon\). The short-range part is the remainder, so \(F=1-\frac83K\). With \(b=1/4a^2\) the three integrals are
\[
\int_0^1e^{-by^2}dy=a\sqrt\pi\,\mathrm{erf}\Big(\frac1{2a}\Big),\qquad\int_0^1ye^{-by^2}dy=\frac{1-E}{2b}=2a^2(1-E),
\]
\[
\int_0^1y^3e^{-by^2}dy=\frac{1-(1+b)E}{2b^2}=8a^4(1-E)-2a^2E ,
\]
the last two by the substitution \(t=y^2\). Then \(K=a\sqrt\pi\,\mathrm{erf}(1/2a)-3a^2(1-E)+4a^4(1-E)-a^2E\), which is \(a\) times the bracket. Dropping \(E\) and \(\mathrm{erfc}(1/2a)\) leaves \(K=a\sqrt\pi-3a^2+4a^4\), hence the small-\(a\) form of \(G=\frac83(a\sqrt\pi-K)\). For the inequality, \(\int_0^\infty e^{-by^2}(1-\frac32y)\,dy=a\sqrt\pi-3a^2\), so
\[
G-8a^2=\frac83\Big[\int_1^\infty e^{-by^2}\Big(1-\frac32y\Big)dy-\frac12\int_0^1y^3e^{-by^2}dy\Big],
\]
and both contributions are negative. Lastly \(-\varepsilon\cdot\frac83\sqrt\pi a=\frac{3k_F}{4\pi}\cdot\frac{8\sqrt\pi}3\cdot\frac\omega{2k_F}=\omega/\sqrt\pi\). ∎

The closed form was tested against real-space quadrature of the hole with the erfc kernel; both give \(F(0.1)=0.60627897\).

Remark 3 (origin of \(8a^2\)). The term comes from the part of \(S\) linear in \(|\mathbf Q|\), which is not analytic at \(\mathbf Q=0\) and corresponds to a power-law tail in real space. The sphere integral gives \(\gamma=3n\,j_1(k_Fu)/(k_Fu)\), so \(h=-\frac92n[j_1(k_Fu)/(k_Fu)]^2\). At large argument \(j_1(x)\to-\cos x/x\), and averaging \(\cos^2\) gives \(h\to-9n/(4k_F^4u^4)\). The gas therefore has \(M_2=\infty\). Inserting the tail alone in \(\frac12\int h\,[\mathrm{erf}(\omega u)/u-2\omega/\sqrt\pi]\,4\pi u^2du\) and setting \(x=\omega u\) gives \(-(9\pi n\omega^2/2k_F^4)\,T\), with \(T=\int_0^\infty[\mathrm{erf}\,x/x-2/\sqrt\pi]\,x^{-2}dx\). The integrand has the antiderivative \(-\mathrm{erf}\,x/2x^2-e^{-x^2}/(\sqrt\pi x)-\mathrm{erf}\,x+2/(\sqrt\pi x)\), as differentiation confirms. It tends to \(-1\) at infinity and to \(0\) at the origin, where the \(1/x\) terms \(-1-1+2\) cancel. So \(T=-1\), and with \(n=k_F^3/3\pi^2\) the result is \(3\omega^2/(2\pi k_F)=-8a^2\varepsilon\): the averaged tail accounts for the whole coefficient. In the test, the hole quadrature at \(a=0.01\) gives \(G/a^2=7.9989\), against \(8-\frac{32}3(0.01)^2=7.9989\).

### Lemma 3 (hole of a determinant)

At every point, \(0\le X\le n\omega^3M_2/(3\sqrt\pi)\) for \(X=e_{LR}+n\omega/\sqrt\pi\). If \(M_2\) is finite, \(X/\omega^3\) tends to \(nM_2/(3\sqrt\pi)\) as \(\omega\to0\).

Proof. Because \(\int|h|\,d^3r'=1\),
\[
X=\frac n2\int|h|\Big[\frac{2\omega}{\sqrt\pi}-\frac{\mathrm{erf}(\omega u)}u\Big]d^3r'=\frac n{\sqrt\pi}\int|h|\int_0^\omega\big(1-e^{-t^2u^2}\big)dt\,d^3r' .
\]
The inequalities \(0\le1-e^{-z}\le z\) and \(\int_0^\omega t^2u^2dt=\omega^3u^2/3\) give the bounds. The inner integral divided by \(\omega^3\) tends to \(u^2/3\) and is bounded by it, so dominated convergence gives the limit. ∎

Both bounds were tested at each of the 1637 grid points of HCl with \(\eta=\sqrt5/18\).

### Proof of the inequality and the expansion in (B)

Adding Lemma 2 and the definition of \(X\), the terms linear in \(\omega\) cancel point by point, because both holes contain one electron:
\[
e_{LR}+n\varepsilon F-n\varepsilon=X+n\varepsilon G(a)=8a^2n\varepsilon+X+n|\varepsilon|\,(8a^2-G).
\]
For \(\omega=2\eta k_Fs\) one has \(a=\eta s\), and the first term integrates to \(8\eta^2I\). The second and third terms are non-negative by Lemmas 3 and 2, which proves \(\Delta\ge8\eta^2I\); finiteness of \(M_2\) was not needed. For the expansion, \(X/\eta^3\) is bounded by the integrand of \(B\) and tends to it, so \(\int X\,d^3r=B\eta^3+o(\eta^3)\). The function \((8a^2-G)/a^3\) is continuous, behaves as \(\frac{32}3a\) at small \(a\) and as \(8/a\) at large \(a\) (where \(G\) grows linearly), and is therefore bounded. The third term divided by \(\eta^3\) is then bounded by a constant times \(n|\varepsilon|s^3\propto n^{1/3}(|\nabla n|/n)^3\) and tends to zero at each point, so its integral is \(o(\eta^3)\). ∎

Remark 4. The surviving \(\eta^2\) term belongs to the uniform-gas model hole alone. The model subtracts the long-range energy of a \(u^{-4}\) tail, and a hole with finite \(M_2\) has no such tail to put back. The integrability conditions hold for smooth nodeless densities with exponential or Gaussian decay when both \(M_2\) and \(|\nabla n|/n\) grow no faster than a power of the distance. Decay of \(n\) alone does not bound \(|\nabla n|/n\): for one orbital with \(n\propto e^{-\rho}(2+\sin e^{0.4\rho})\), \(\rho=\sqrt{1+r^2}\), the integrand of \(I\) grows on average as \(e^{(0.8-2/3)r}\) and \(I\) diverges.

## Part II. The gradient coefficient, the matching, and metals

The symbols are those of Part I: \(k_F=(3\pi^2n)^{1/3}\), \(\varepsilon=-3k_F/4\pi\), \(s=|\nabla n|/2k_Fn\), \(a=\omega/2k_F\), \(I=\int n\varepsilon s^2\), \(\Delta=E_x-E_{LDA}\), \(X=e_{LR}+n\omega/\sqrt\pi\), and \(M_2\) is the second moment of the hole. The results used are: covariant semilocal forms are \(\omega=k_Fg(s)\); the integrand of \(\Delta\) is \(X+n\varepsilon G(a)\) with \(G=8a^2+O(a^4)\); \(X=(2/\pi)\int_0^\infty e^{-Q^2/4\omega^2}\langle n_\sigma-S_{\mathbf r}\rangle dQ\); and for \(\omega=\eta|\nabla n|/n\), \(\Delta\ge8\eta^2I\), with \(\Delta=8\eta^2I+B\eta^3+o(\eta^3)\) when \(B\) and \(\int n^{1/3}(|\nabla n|/n)^3d^3r\) are also finite. A finite \(M_2\) at each point does not imply this: for one orbital with \(n\propto e^{-\rho}(2+\sin e^{0.2\rho})\), \(\rho=\sqrt{1+r^2}\), the quantities \(M_2\), \(I\) and \(B\) are finite, but the integrand of the last integral grows on average as \(e^{(0.6-1/3)r}\).

This part has proved the scaling statement (A) and, for \(\omega=\eta|\nabla n|/n\), the inequality and small-\(\eta\) expansion in (B). What remains is the gradient coefficient \(\mu\), the matching that gives \(\eta=\sqrt5/18\), its test on HCl, and the treatment of metals in (C).

Numbers in the example were calculated in double precision.
